\section*{Ambipolar diffusion between coaxial cylinders and across a planar gap}

\section*{Problem}

A plasma fills the space between two long coaxial cylinders of radii $a$ and $b=2a$. Electrons and singly charged ions have the same density $n(r)$. Electron impact creates pairs at the rate $\nu n$ per unit volume, and pairs are lost at the walls alone. The ionization frequency $\nu$, the mobilities and the temperatures are uniform. Neither wall draws a net current, and both walls absorb so well that $n=0$ there.

\begin{enumerate}
\item Show that a steady plasma requires $\nu=D_a k^2$, and find the equation for $k$.
\item Find the value of $ka$ that belongs to a positive density.
\item Compare it with the value for a planar gap of width $a$, and explain the sign and size of the difference.
\item Find how the ions are shared between the two walls.
\item For an argon discharge with $a=1.5$ cm at 1 Torr and 300 K, find the electron temperature. Judge whether the difference found in part 3 matters.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Write the radial flux once for electrons and once for ions, and eliminate the electric field.
\item The general solution contains both $J_0$ and $Y_0$, because the axis $r=0$ lies outside the plasma.
\item Substitute $n=u/\sqrt r$. The first derivative disappears, and the planar problem is recovered apart from one small term.
\item For the wall fluxes use $J_1(x)Y_0(x)-J_0(x)Y_1(x)=2/(\pi x)$.
\item Ionization depends on electron temperature through a steep exponential. Take the logarithm of the balance before varying it.
\end{enumerate}

\section*{Solution}

\subsection*{1. The equation for the density}

In steady state the radial current density $J$ obeys $(rJ)'=0$, where a prime means $d/dr$. Since no net current reaches a wall, $J=0$ everywhere, and electrons and ions have a common flux $\Gamma$. With radial field $E$,
\begin{align}
\Gamma&=-D_e n'-\mu_e nE,\\
\Gamma&=-D_i n'+\mu_i nE .
\end{align}
The field terms have opposite signs because the charges do. Multiply the first line by $\mu_i$, the second by $\mu_e$, and add. The field cancels:
\begin{equation}
(\mu_i+\mu_e)\Gamma=-(\mu_iD_e+\mu_eD_i)n'.
\end{equation}
The Einstein relation is $D=\mu T$, with $T$ in volts (numerically the temperature in eV). Hence $\Gamma=-D_an'$ with
\begin{equation}
D_a=\frac{\mu_i\mu_e(T_e+T_i)}{\mu_i+\mu_e}\simeq\mu_i(T_e+T_i)\qquad(\mu_e\gg\mu_i).
\label{Da}
\end{equation}
The slow ions set the pace. When $T_e\gg T_i$, as in the example below, the electron temperature supplies most of the drive. Particle conservation, $(r\Gamma)'/r=\nu n$, becomes
\begin{equation}
\frac1r(rn')'+k^2n=0,\qquad k^2=\frac{\nu}{D_a}.
\label{ode}
\end{equation}
This is Bessel's equation of order zero in the variable $kr$. The combination that vanishes at $r=a$ is, up to a constant factor,
\begin{equation}
n(r)=J_0(ka)Y_0(kr)-Y_0(ka)J_0(kr).
\label{mode}
\end{equation}
Setting $n(2a)=0$ and writing $x=ka$ gives
\begin{equation}
f(x)=J_0(x)Y_0(2x)-J_0(2x)Y_0(x)=0.
\label{root}
\end{equation}

\subsection*{2. Which root, and its value}

Put $n=r^{-1/2}u$. Then
\begin{align}
rn'&=r^{1/2}u'-\tfrac12r^{-1/2}u,\\
(rn')'&=r^{1/2}u''+\tfrac12r^{-1/2}u'-\tfrac12r^{-1/2}u'+\tfrac14r^{-3/2}u .
\end{align}
The terms in $u'$ cancel. Dividing by $r$, inserting the result in (\ref{ode}) and multiplying by $r^{1/2}$ gives
\begin{equation}
u''+\left(k^2+\frac1{4r^2}\right)u=0,\qquad u(a)=u(2a)=0.
\label{u}
\end{equation}
The lowest eigenvalue is the minimum of
\begin{equation}
R[u]=\frac{\int_a^{2a}\left(u'^2-u^2/4r^2\right)dr}{\int_a^{2a}u^2\,dr}
\label{R}
\end{equation}
over functions that vanish at both walls. Replacing $u$ by $|u|$ leaves $R$ unchanged, so $|u|$ is also a minimizer and solves (\ref{u}). It cannot touch zero inside the gap: it would have zero slope there, and a solution with zero value and zero slope vanishes everywhere. The lowest mode $n_1$ can therefore be taken positive.

For a higher mode $n_m$, multiply its equation by $rn_1$, multiply that of $n_1$ by $rn_m$, subtract and integrate. The boundary terms vanish, leaving
\begin{equation}
(k_m^2-k_1^2)\int_a^{2a}r\,n_1n_m\,dr=0.
\end{equation}
Since $n_1>0$, the mode $n_m$ must change sign. A density cannot, so the lowest root is the one required.

Without the term $1/4r^2$, the eigenvalues of (\ref{u}) would be $(m\pi/a)^2$. Across the gap this term lies between $1/16a^2$ and $1/4a^2$, and it lowers each eigenvalue by an amount between these limits. Therefore
\begin{equation}
\pi^2-\tfrac14<(ka)^2<\pi^2-\tfrac1{16},
\end{equation}
or $3.1015<ka<3.1316$. The second mode has $(ka)^2>4\pi^2-\frac14$, far above this interval, so the interval holds one root. Bessel values inside it are:

\begin{center}
\begin{tabular}{ccccc}
$x$ & $J_0(x)$ & $Y_0(x)$ & $J_0(2x)$ & $Y_0(2x)$\\
3.12 & $-0.298005$ & 0.336065 & 0.210870 & $-0.239251$\\
3.13 & $-0.300916$ & 0.332512 & 0.215285 & $-0.234600$
\end{tabular}
\end{center}

They give
\begin{align}
f(3.12)&=0.071298-0.070866=0.000432,\\
f(3.13)&=0.070595-0.071585=-0.000990.
\end{align}
The sign changes, and linear interpolation yields
\begin{equation}
ka\simeq3.12+0.01\,\frac{0.000432}{0.000432+0.000990}=3.1230 .
\end{equation}
Thus $k=3.123/a$. Diagonalizing equation (\ref{ode}) on a radial grid, without Bessel functions, gives $ka=3.12303$, in agreement with the root of (\ref{root}).

\subsection*{3. Comparison with the planar gap}

In a planar gap of width $a$ the equation is $n''+k^2n=0$. The positive solution is $\sin[\pi(r-a)/a]$, with $k=\pi/a=3.1416/a$. The coaxial wavenumber is 0.59\% smaller. At equal gap width and equal $D_a$, the ratio of loss frequencies is
\begin{equation}
\frac{\nu_{\rm coax}}{\nu_{\rm plane}}=\left(\frac{3.1230}{3.1416}\right)^2=0.988,
\end{equation}
so the coaxial plasma is lost 1.2\% more slowly.

The sign follows from (\ref{u}): the extra term has the same sign as $k^2$ and supplies part of the curvature that $u$ needs to return to zero. The size follows by inserting the planar sine into (\ref{R}). With $s=r/a$ and $u=\sin\pi(s-1)$, one has $\int_1^2u^2ds=\frac12$ and $\int_1^2(du/ds)^2ds=\pi^2/2$. A trial function cannot give less than the minimum, so
\begin{equation}
(ka)^2\le\pi^2-\frac12\int_1^2\frac{\sin^2\pi(s-1)}{s^2}\,ds=9.8696-0.1163 .
\end{equation}
This upper bound is $ka\le3.12304$, above the root by less than $10^{-5}$. The planar profile divided by $\sqrt r$ is therefore a very good approximation to the density. As a test of the explanation, the term $1/4r^2$ was cancelled in the grid calculation; the eigenvalue then returned to $ka=3.14159$.

\subsection*{4. The two wall fluxes}

Differentiate (\ref{mode}), using $J_0'=-J_1$ and $Y_0'=-Y_1$:
\begin{equation}
n'(r)=k\left[Y_0(ka)J_1(kr)-J_0(ka)Y_1(kr)\right].
\end{equation}
At $r=a$ the identity in hint 4 gives $n'(a)=2/(\pi a)$. At $r=b$, condition (\ref{root}) allows us to write $J_0(ka)=cJ_0(kb)$ and $Y_0(ka)=cY_0(kb)$ with the same $c$. The identity then gives
\begin{equation}
n'(b)=\frac{2c}{\pi b},\qquad c=\frac{J_0(ka)}{J_0(kb)}<0 .
\end{equation}
The negative slope means outward flux, as it should. The ratio of flux densities is
\begin{equation}
\frac{|\Gamma(a)|}{|\Gamma(b)|}=\frac{b}{a|c|}=1.42 .
\end{equation}
The approximate profile $\sin[\pi(r-a)/a]/\sqrt r$ gives $\sqrt2=1.41$ for this ratio. The inner surface is bombarded harder per unit area, but it has half the area. Its share of all ions is
\begin{equation}
\frac{1.42\,a}{1.42\,a+2a}=0.415 .
\end{equation}
Thus 41.5\% of the ions reach the inner wall and 58.5\% the outer wall. The density peaks at $r=1.465a$, slightly inside the middle of the gap.

\subsection*{5. The argon discharge}

The gap is $d=a=1.5$ cm, so $k=3.1230/1.5=2.082$ cm$^{-1}$. At 1 Torr and 300 K the gas density is $N=3.219\times10^{16}$ cm$^{-3}$. The remaining inputs are rough typical values. A reduced Ar$^+$ mobility of 1.5 cm$^2$/Vs, scaled from standard gas density to $N$, gives $\mu_i=1252$ cm$^2$/Vs. The ionization coefficient is modelled as $K_0e^{-\mathcal E/T_e}$, with $K_0=5\times10^{-8}$ cm$^3$/s and $\mathcal E=15.8$ eV. The balance of creation and loss is
\begin{equation}
K_0Ne^{-\mathcal E/T_e}=\mu_i(T_e+T_i)k^2 .
\label{balance}
\end{equation}
The plasma density has cancelled: in this model the balance fixes the temperature, while the absorbed power would fix the density. With $T_i=0.0259$ eV the numerical solution is $T_e=1.281$ eV. To verify it, evaluate both sides:
\begin{align}
D_a&=1252\times(1.281+0.026)=1.64\times10^3\ \mathrm{cm^2/s},\\
D_ak^2&=7.09\times10^3\ \mathrm{s^{-1}},\\
K_0Ne^{-15.8/1.2812}&=7.09\times10^3\ \mathrm{s^{-1}}.
\end{align}

To see what the planar wavenumber would change, take the logarithm of (\ref{balance}) and vary $k$ at fixed gas density and gap width:
\begin{equation}
\left(\frac{\mathcal E}{T_e^2}-\frac1{T_e+T_i}\right)\delta T_e=\delta\ln k^2 .
\end{equation}
The bracket is $9.63-0.77=8.86$ eV$^{-1}$, and $\delta\ln k^2=-\ln0.98822=0.01185$. Hence $\delta T_e=1.3$ meV, which agrees with solving (\ref{balance}) twice. For the electron temperature, the planar formula is good enough. The assumed ionization coefficient matters far more: with $2.34\times10^{-8}\,T_e^{0.59}e^{-17.44/T_e}$ cm$^3$/s ($T_e$ in eV) in its place, the same balance gives $T_e=1.50$ eV. The value 1.281 eV is therefore the solution of this model, not a prediction to four figures.

The pressure is far above the millitorr range used in many etching reactors. There the ion mean free path, 0.002 cm here and inversely proportional to gas density, becomes comparable with the gap, and the present diffusion law fails. Even at 1 Torr several assumptions cost more than 1.2\%. The following changes in loss frequency are relative to the ideal coaxial value; apart from the gas-heating case, $T_e$ is held fixed.

\begin{itemize}
\item \textbf{Gas heating.} Raising the gas to 450 K at fixed pressure raises the loss frequency by 63\% if the reduced mobility is held at 1.5 cm$^2$/Vs. The lower gas density then multiplies $\mu_i$ by 1.5, and the new balance, at $T_e=1.381$ eV, multiplies $T_e+T_i$ by 1.09. This is an overestimate for argon, because the reduced mobility of Ar$^+$ in Ar falls as the gas heats. A fall of about 12\% over this range brings the increase down to roughly 40\%, and a reduced mobility varying as $T^{-1/2}$ (constant cross section) brings it down to 31\%.
\item \textbf{Sheaths.} The ideal density vanishes at the walls, so take the edge density to be the wall flux divided by the Bohm speed (Variation 1). For a peak plasma density of $10^{12}$ cm$^{-3}$, the electron Debye lengths at the plasma edges are 0.0055 and 0.0065 cm. If the plasma ends three such lengths from each wall, the narrower gap raises the loss by 5.0\%.
\item \textbf{Nonuniform ionization.} Let $\nu$ vary as $1+n/n_{\max}$, as a rough model of stepwise ionization. The mean loss frequency, which is total wall loss divided by plasma content, falls by 3.5\%. More ions are then born near the middle, from where diffusion to a wall takes longer.
\item \textbf{Smaller effects.} Absorbing ends 30 cm apart add $(\pi/L)^2$ to $k^2$ and raise the loss by 0.25\%. Keeping a finite $\mu_e=3\times10^5$ cm$^2$/Vs in (\ref{Da}) lowers it by 0.42\%.
\end{itemize}

These effects interact, so the percentages should not simply be added. Volume loss of ions and departures of the electrons from a Maxwellian distribution have not been sized. The four figures of 3.123 belong to the ideal boundary problem; they do not carry over to the loss frequency of a real source.

\section*{Variation 1: ions leave at a finite speed}

\textbf{Question.} A zero density at the wall would require an infinite drift speed to carry a finite flux. Let the ions leave at the Bohm speed $u_B=\sqrt{eT_e/M}$ instead, where $M$ is the ion mass and $T_e$ is in volts. How does $k$ change?

\textbf{Solution.} With $\delta=D_a/u_B$, the wall conditions are
\begin{equation}
n(a)=\delta n'(a),\qquad n(b)=-\delta n'(b).
\end{equation}
Let $n_0,k_0$ denote the ideal solution. Multiply the equation for $n$ by $rn_0$, that for $n_0$ by $rn$, subtract and integrate. Since $n_0$ vanishes at the walls,
\begin{equation}
(k_0^2-k^2)\int_a^b r n n_0\,dr=a\,n(a)n_0'(a)-b\,n(b)n_0'(b).
\end{equation}
To first order in $\delta$, replace $n$ by $n_0$ in the integral, and the wall densities by $\delta n_0'(a)$ and $-\delta n_0'(b)$:
\begin{equation}
k_0^2-k^2\simeq\delta\,\frac{a[n_0'(a)]^2+b[n_0'(b)]^2}{\int_a^b r n_0^2\,dr}.
\end{equation}
For the approximate profile $n_0=\sin[\pi(r-a)/d]/\sqrt r$, each term in the numerator equals $(\pi/d)^2$ and the integral is $d/2$. With $k_0\simeq\pi/d$,
\begin{equation}
\frac{k^2-k_0^2}{k_0^2}\simeq-\frac{4\delta}{d}.
\end{equation}
In effect, the density extrapolates to zero a distance $\delta$ behind each wall. For the argon example $u_B=1.76\times10^5$ cm/s and $\delta=0.0093$ cm, so the estimate is $-2.5\%$. Solving the Bessel problem with the new wall conditions also gives $-2.5\%$. The Bohm speed assumes few ion collisions within a Debye length of the sheath edge. Here the ion mean free path is 0.002 cm for thermal ions and roughly twice that for ions near the Bohm speed. It is thus comparable with, or somewhat shorter than, the edge Debye lengths found in part 5, so the ions would leave more slowly and the true correction would be larger.

This correction is twice the coaxial--planar difference. Yet its leading term is the same for a planar gap, and it nearly cancels in the ratio. With the same $D_a$, $\delta$ and $d$ in both geometries, the ratio of loss frequencies is 0.9879, against 0.9882 for ideal walls.

Constant mobility also fails near the wall. There $n$ is nearly proportional to $y+\delta$, with $y$ the distance from the wall, so the drift speed $D_a|n'|/n$ is about $D_a/(y+\delta)$. It reaches the ion thermal speed $v_{th}=3.99\times10^4$ cm/s at $y+\delta=0.041$ cm, that is, at $y\simeq0.032$ cm. To size the effect, let $F=(T_e+T_i)|n'|/n$ be the driving field and use the interpolation
\begin{equation}
v=\frac{\mu_iF}{[1+(F/F_0)^2]^{1/4}},\qquad F_0=\frac{v_{th}}{\mu_i},
\end{equation}
which passes from $v\propto F$ to $v\propto\sqrt F$. Together with the finite wall speed, it lowers the loss frequency by 7.9\% from the ideal value. Ion inertia is still omitted, so this is an indication of size.

\section*{Variation 2: other radius ratios}

\textbf{Question.} What happens to $k$ for a narrow gap, and for a very thin inner cylinder?

\textbf{Solution.} Let $d=b-a$ and $\bar r=(a+b)/2$. For $d\ll\bar r$ the term $1/4r^2$ in (\ref{u}) is nearly constant. Its linear variation about $\bar r$ averages to zero with the symmetric weight $\sin^2$, so to leading order
\begin{equation}
(kd)^2\simeq\pi^2-\frac{d^2}{4\bar r^2}.
\end{equation}
Curvature enters at second order in $d/\bar r$, which is why the planar result is so robust. Even for $b=2a$, where $d/\bar r=2/3$, the formula gives $kd=\sqrt{9.8696-0.1111}=3.124$.

For the opposite limit, keep $b$ fixed and let $a\to0$. The condition $n(b)=0$ can be written
\begin{equation}
J_0(kb)=J_0(ka)\,\frac{Y_0(kb)}{Y_0(ka)} .
\end{equation}
As $a\to0$, $J_0(ka)\to1$ while $Y_0(ka)\simeq(2/\pi)\ln(ka)$ diverges. The right side therefore tends to zero, and $kb$ tends to the first zero of $J_0$, close to 2.40: the value for a tube with no inner cylinder. The approach is slow, as $1/|\ln(ka)|$, so a thin absorbing wire still disturbs the plasma noticeably. In the limit itself the planar estimate $\pi/d$ exceeds the true $k$ by the factor $3.14/2.40=1.31$; for a wire of small but finite radius the excess is smaller. The limit also has a physical end: once the wire radius is no longer large compared with the ion mean free path, diffusion theory does not describe collection by the wire.

Most of the computed values used above are listed in the numerical output that follows.

\section*{Calculated quantities}
\begin{verbatim}
lowest root ka = 3.123031; second root = 6.2734
root from radial grid = 3.123030
planar ka = 3.141593; k difference = -0.591 %
loss frequency ratio coaxial/planar = 0.98822
bounds on ka: 3.1015, 3.1316
x=3.12: J0(x)=-0.298005, Y0(x)=0.336065
  J0(2x)=0.210870, Y0(2x)=-0.239251, f=0.000432
x=3.13: J0(x)=-0.300916, Y0(x)=0.332512
  J0(2x)=0.215285, Y0(2x)=-0.234600, f=-0.000990
linear interpolation of root = 3.12304
trial integral = 0.116254; trial bound ka = 3.123035
grid ka with curvature term cancelled = 3.141592
density peak at r/a = 1.4650
flux density ratio inner/outer = 1.4200
share of ions to inner wall = 41.52 %
radii = 1.5, 3.0 cm; length = 30 cm
pressure = 1.0 Torr; gas temperature = 300 K
reduced ion mobility = 1.5 cm2/Vs
electron mobility = 3.0e+05 cm2/Vs
ionization prefactor = 5.0e-08 cm3/s
activation energy = 15.8 eV
peak plasma density = 1.0e+12 cm^-3
gas density = 3.2188e+16 cm^-3; ion temperature = 0.02585 eV
ion mobility = 1252.1 cm2/Vs
k coaxial = 2.0820 /cm; planar = 2.0944 /cm
electron temperature = 1.2812 eV
planar minus coaxial T_e = 1.339 meV
linear estimate of that difference = 1.338 meV
D_a = 1636.5 cm2/s; ionization frequency = 7094.0 /s
ion mean free path = 0.00207 cm
Bohm speed = 1.7591e+05 cm/s; thermal speed = 3.9874e+04 cm/s
wall length D_a/u_B = 0.00930 cm
drift = thermal speed at 0.0410 cm from wall
Changes of loss frequency from the ideal coaxial value:
finite wall speed: -2.46 %
wall speed and falling mobility: -7.92 %
coaxial/planar ratio with finite wall speed = 0.98793
edge Debye lengths = 0.00546, 0.00650 cm
sheaths: +5.02 %
nonuniform ionization: -3.51 %
finite length: +0.253 %
finite electron mobility: -0.416 %
gas at 450 K: +63.0 %
electron temperature with hot gas = 1.3813 eV
\end{verbatim}
